# Three Flash Read Voltages from Mutual Information, Compared with Equal Spacing

## What goes wrong with evenly placed reads

A flash cell that stores one bit has two threshold-voltage distributions. Take an erased state with mean −1.0 V and width 0.60 V, and a programmed state with mean +1.0 V and width 0.30 V. The controller may sense the cell at three voltages, so that an error-correcting decoder learns how doubtful each bit is. An obvious choice divides the distance between the means into quarters: −0.5, 0 and +0.5 V.

This wastes a read. At −0.5 V a cell is about \(10^5\) times as likely to be erased as programmed, so splitting the cells there tells the decoder almost nothing. The doubtful cells lie near 0.27 V, where the two densities cross. The quarter points deliver 0.9265 bit per cell, while three well-placed reads deliver 0.9387 bit. On a page of 131072 cells the difference is about 1600 bits of information.

Two faults are possible here: the reads may be in the wrong place, or equal spacing itself may be wrong. To separate them we need the best three reads, and therefore a measure of what a read is worth.

## What a set of reads is worth

Let \(X=0\) denote erased and \(X=1\) programmed, each with probability 1/2, as for scrambled data. Given \(X=x\), the threshold voltage \(V\) is Gaussian with density \(f_x\), mean \(\mu_x\) and width (standard deviation) \(\sigma_x\). We take \(\mu_0<\mu_1\) and \(\sigma_0>\sigma_1\). The threshold is assumed not to change during the three sensings. Reads \(t_1<t_2<t_3\) then sort the cells into four intervals, and the output \(Y=k\) names the interval, \(k=1,\dots,4\).

The mutual information \(I(X;Y)\) is the highest code rate at which long codes with uniform input can be decoded reliably from \(Y\). It does not give the frame error rate of a particular finite code. Define

\[
m_{xk}=\tfrac12\int_k f_x\,dv,\qquad M_k=m_{0k}+m_{1k},\qquad q_k(x)=\frac{m_{xk}}{M_k}.
\]

Here \(q_k(x)\) is the probability of state \(x\) once interval \(k\) has been observed; \(q_k\) alone means \(q_k(1)\). The stored bit has an entropy of 1 bit, so

\[
I(X;Y)=1-H(X|Y)=1+\sum_k S_k,\qquad S_k=\sum_x m_{xk}\log_2 q_k(x).
\]

The information is thus a sum of one term per interval, which will later make a global search cheap.

It helps to know what is lost relative to measuring \(V\) without limit of resolution. Let \(f=\tfrac12(f_0+f_1)\), and let \(r_x(v)=f_x/(2f)\) be the posterior at voltage \(v\), with \(r=r_1\). Then \(\tfrac12 f_x=f r_x\), and subtracting the two informations gives

\[
I(X;V)-I(X;Y)=\sum_k\int_k\sum_x \tfrac12 f_x\log_2\frac{r_x}{q_k(x)}\,dv
=\sum_k\int_k f\,D(r\|q_k)\,dv,
\]

where \(D(r\|q)=\sum_x r_x\log_2(r_x/q(x))\ge0\) is the relative entropy. Information is lost when cells with different posteriors share one label.

For a given interval, \(q_k\) is the best label. If another distribution \(q'\) replaced it, the loss would change by

\[
\int_k f\,[D(r\|q')-D(r\|q_k)]\,dv=\sum_x m_{xk}\log_2\frac{q_k(x)}{q'(x)}=M_kD(q_k\|q')\ge0 .
\]

Consequently an interval \(A\) inside a larger interval \(B\) has no greater loss than \(B\). With its own label, \(A\) loses no more than with the label of \(B\), and the rest of \(B\) can only add loss.

## The condition on each read

Moving \(t_k\) upward transfers cells from interval \(k+1\) to interval \(k\):

\[
\frac{\partial m_{xk}}{\partial t_k}=\tfrac12 f_x(t_k),\qquad
\frac{\partial m_{x,k+1}}{\partial t_k}=-\tfrac12 f_x(t_k).
\]

Write \(S_k=\sum_x m_{xk}\log_2 m_{xk}-M_k\log_2M_k\). Differentiating the first term gives \(\log_2 m_{xk}+1/\ln2\), and the second gives \(-\log_2M_k-1/\ln2\). The constants cancel, leaving \(\partial S_k/\partial m_{xk}=\log_2q_k(x)\). Hence

\[
\frac{\partial I}{\partial t_k}=\frac12\sum_x f_x(t_k)\log_2\frac{q_k(x)}{q_{k+1}(x)} .
\]

Dividing by \(f(t_k)\) turns this sum into \(D(r\|q_{k+1})-D(r\|q_k)\) at \(v=t_k\). At a stationary read, the cell on the boundary is described equally well by the labels on its two sides.

Setting the derivative to zero and moving one term across gives

\[
f_1(t_k)\ln\frac{q_{k+1}}{q_k}=f_0(t_k)\ln\frac{1-q_k}{1-q_{k+1}} .
\]

With \(L(v)=\ln[f_1(v)/f_0(v)]\), the read must sit at the level

\[
L(t_k)=\ell_k=\ln\frac{\ln[(1-q_k)/(1-q_{k+1})]}{\ln[q_{k+1}/q_k]} .
\]

Equal voltage steps appear nowhere in this condition. The voltage enters through \(L\), whose shape depends on the widths.

## From level to voltage

For the two Gaussians,

\[
L(v)=\ln\frac{\sigma_0}{\sigma_1}+\frac{(v-\mu_0)^2}{2\sigma_0^2}-\frac{(v-\mu_1)^2}{2\sigma_1^2}.
\]

Its second derivative is \(-\kappa\), with \(\kappa=1/\sigma_1^2-1/\sigma_0^2>0\), so \(L\) is a parabola with a maximum. The condition \((v-\mu_0)/\sigma_0^2=(v-\mu_1)/\sigma_1^2\) places the maximum at

\[
v_t=\frac{\mu_1\sigma_0^2-\mu_0\sigma_1^2}{\Delta},\qquad \Delta=\sigma_0^2-\sigma_1^2 .
\]

There \(v_t-\mu_0=\sigma_0^2(\mu_1-\mu_0)/\Delta\) and \(v_t-\mu_1=\sigma_1^2(\mu_1-\mu_0)/\Delta\). The two quadratic terms combine to \((\mu_1-\mu_0)^2(\sigma_0^2-\sigma_1^2)/(2\Delta^2)\), so

\[
L(v)=L_{\max}-\tfrac12\kappa(v-v_t)^2,\qquad
L_{\max}=\ln\frac{\sigma_0}{\sigma_1}+\frac{(\mu_1-\mu_0)^2}{2\Delta}.
\]

Each level below the maximum is met twice. Far above the programmed state the wider erased distribution wins again. When that second region holds a negligible part of the cells, the useful solution is the one on the rising branch:

\[
t_k=v_t-\sqrt{\frac{2(L_{\max}-\ell_k)}{\kappa}} .
\]

In the example \(\Delta=0.27\ \mathrm{V^2}\) and \(\kappa=8.333\ \mathrm{V^{-2}}\), so \(v_t=0.45/0.27=1.667\) V and \(L_{\max}=0.693+4/0.54=8.101\). The upper density crossing mirrors the lower one about \(v_t\). It lies near 3.06 V, almost seven erased widths from the erased mean, and plays no part here.

## An ascent that cannot step down

The levels depend on the posteriors, and these depend on the reads. The natural scheme alternates: compute \(q_k\) from the present reads, then the levels, then new reads. It needs a proof that it improves the result.

Hold the labels fixed and move one read from \(t\) to its new position \(t'\). The loss changes by

\[
\int_t^{t'}f\,[D(r\|q_k)-D(r\|q_{k+1})]\,dv .
\]

The bracket equals \(r\log_2(q_{k+1}/q_k)+(1-r)\log_2[(1-q_{k+1})/(1-q_k)]\). If \(q_{k+1}>q_k\), it rises linearly with \(r\), and by construction it vanishes at \(t'\). Below \(v_t\) the posterior \(r\) rises with \(v\), so the bracket is negative below \(t'\) and positive above. For \(t'>t\) the integral is negative. For \(t'<t\) the integrand is positive but the limits are reversed, so the integral is again negative. Recomputing the labels lowers the loss further or leaves it unchanged.

The new reads also stay in order. At \(r=q_k\) the bracket is \(-D(q_k\|q_{k+1})<0\), and at \(r=q_{k+1}\) it is \(D(q_{k+1}\|q_k)>0\). Each boundary posterior therefore lies between the two neighbouring labels. The proof has two conditions: the reads stay below \(v_t\), and \(q_k\) rises with \(k\). Both held at every step of the example.

Started from the quarter points, the ascent raises the information from 0.9265 to 0.9387 bit and settles after 121 iterations at

\[
t=(0.0356,\ 0.3052,\ 0.5869)\ \mathrm V .
\]

The four intervals then hold these cells:

| Interval | Probability \(M_k\) | Posterior \(q_k\) |
|---|---|---|
| 1 | 0.47924 | 0.00068 |
| 2 | 0.01850 | 0.26013 |
| 3 | 0.04234 | 0.87344 |
| 4 | 0.45992 | 0.99556 |

The middle read can be verified by hand. Its level is

\[
\ell_2=\ln\frac{\ln(0.73987/0.12656)}{\ln(0.87344/0.26013)}=\ln\frac{1.766}{1.211}=0.377,
\]

and the voltage follows as \(1.6667-\sqrt{2(8.1006-0.3769)/8.333}=0.305\) V.

The remaining uncertainty is \(M_k\) times the binary entropy of \(q_k\), summed over the intervals: \(0.0039+0.0153+0.0232+0.0189=0.0613\) bit. This leaves 0.9387 bit. The two middle intervals hold 6% of the cells and carry 63% of the uncertainty, so the reads have gathered the doubtful cells together.

For scale, the best single read gives 0.9059 bit and unlimited resolution gives 0.9466 bit. Three reads thus capture 81% of the gain that soft information can offer over one read.

## A better triple elsewhere?

A monotone ascent may stop at a local maximum. Since \(I\) is a sum over intervals, a grid of candidate voltages can be searched completely without listing every triple. Let \(S(a,b)\) be the term of an interval from \(a\) to \(b\), and let \(A_j(b)\) be the best sum for \(j\) intervals that end at \(b\):

\[
A_1(b)=S(-\infty,b),\qquad A_{j+1}(b)=\max_{a\le b}\,[A_j(a)+S(a,b)] .
\]

The grid optimum is \(1+A_4(\infty)\), and the stored maximizing values of \(a\) return the reads. The work grows as the square of the number of grid points, not as the cube. On 25 points between −1.2 and 1.2 V, the recursion and a listing of all 2300 triples gave the same maximum.

A grid from −2 to 2 V in steps of 2 mV gives reads at 0.036, 0.306 and 0.588 V, next to the result of the ascent. Reads between grid points still need an argument. Any real triple places each read in some grid bin, where the two end bins extend to infinity. Discard all loss inside the bins that contain reads. What remains are runs of whole bins, each inside one interval, and by the earlier inequality their loss does not exceed the true loss. Let \(\Lambda(a,b)\) be the loss of a run from \(a\) to \(b\), zero for an empty run, and let bin \(e\) extend from \(g_e\) to \(g_{e+1}\). Then

\[
R_1(e)=\Lambda(-\infty,g_e),\qquad
R_{j+1}(e')=\min_{e\le e'}[R_j(e)+\Lambda(g_{e+1},g_{e'})],
\]

\[
I(X;Y)\le I(X;V)-\min_e\,[R_3(e)+\Lambda(g_{e+1},\infty)] .
\]

Two reads in one bin are covered by \(e=e'\), for which the run is empty. Apart from numerical rounding, the bound holds for every real triple. Its value is 0.93882 bit, so no triple can beat the one found by more than \(1.3\times10^{-4}\) bit.

## Is equal spacing at fault?

There are several equally spaced rules, and they perform very differently. Costs are relative to the optimum found.

| Rule | Reads (V) | Cost (bit/cell) |
|---|---|---|
| Quarter points | −0.500, 0.000, 0.500 | \(1.2\times10^{-2}\) |
| Centred on crossing, best spacing | −0.004, 0.272, 0.549 | \(2.0\times10^{-4}\) |
| Best centre and spacing | 0.033, 0.308, 0.583 | \(7.4\times10^{-6}\) |

Per page these costs are about 1600, 26 and 1 bit. If the centre stays at the midpoint of the means and the spacing alone is optimized, \(9.1\times10^{-3}\) bit is still lost. If instead the 0.5 V spacing is kept and the centre alone is optimized, the loss is \(6.7\times10^{-3}\) bit. The quarter points are therefore both off centre and too far apart, and correcting only one of these faults leaves more than half of the loss. Equal spacing with a free centre and a free step costs almost nothing in this example.

The last cost is smaller than the margin of the global bound, so it should be read as a comparison with the optimum found. The bound alone would allow a true cost of up to about \(1.3\times10^{-4}\) bit.

The near equality of the gaps can be traced. On a parabola, the mean slope between two points equals the average of the slopes at its ends, so each gap is the level difference divided by that average:

\[
t_2-t_1=\frac{0.377+2.985}{(13.59+11.35)/2}=0.270\ \mathrm V,\qquad
t_3-t_2=\frac{3.242-0.377}{(11.35+9.00)/2}=0.282\ \mathrm V .
\]

The upper level difference is 15% smaller than the lower one, but the mean slope is 18% smaller too. The two asymmetries nearly cancel. The small remainder costs little because the first derivatives of \(I\) vanish at the optimum: the best equal reads are displaced by less than 4 mV, and the loss is of second order in that displacement.

For equal widths, reflection about the midpoint exchanges the two densities and leaves \(I\) unchanged. A unique optimum must then be its own mirror image, which places \(t_2\) at the midpoint and makes the gaps equal. With both widths at 0.45 V the search gives −0.319, 0 and 0.319 V, as expected.

The next table keeps the means and the sum of the widths (0.9 V) fixed and varies the width ratio. Both rival rules use their best spacing.

| \(\sigma_0/\sigma_1\) | Optimal reads (V) | Cost, free centre (bit) | Cost, midpoint centre (bit) |
|---|---|---|---|
| 1.5 | −0.115, 0.184, 0.492 | \(4.7\times10^{-6}\) | \(4.1\times10^{-3}\) |
| 2 | 0.036, 0.305, 0.587 | \(7.4\times10^{-6}\) | \(9.1\times10^{-3}\) |
| 3 | 0.238, 0.456, 0.682 | \(3.3\times10^{-6}\) | \(1.3\times10^{-2}\) |
| 4 | 0.369, 0.549, 0.731 | \(2.8\times10^{-7}\) | \(1.3\times10^{-2}\) |

The cost of equal spacing does not grow steadily with the width ratio. It is largest at ratio 2 among those computed, where the two gaps also differ most in proportion. For this separation of the means and these widths, a controller that finds the right centre and spacing has little to gain from a third free parameter.

## Where the rising branch fails

The picture changes when the erased distribution spreads across the programmed one. Keep the means and take widths of 2.0 and 0.3 V. The turning point is now at 1.05 V, close to the programmed mean, and many erased cells lie above it. A search on a 10 mV grid from −2 to 3 V gives reads at 0.11, 0.48 and 1.75 V with 0.618 bit. If all reads must stay below the turning point, the best result is 0.534 bit, and the third read is pressed against the limit.

One read is needed on the far side to separate high-lying erased cells from programmed ones. The posterior no longer rises through all four intervals, so the proof of the ascent does not apply, while the grid search remains valid. The optimal gaps, 0.37 and 1.27 V, are far from equal. The cost of equal spacing was not computed for this case.

## Setting the model beside a real cell

The main example was given a strong overlap so that soft reads matter. Its bit error rate at the density crossing, 1.2%, is far above that of a fresh one-bit cell. The voltage origin is arbitrary, since shifting both means and all reads together leaves \(I\) unchanged. Real devices break the assumption of fixed Gaussian distributions: charge leaks away, temperature moves the thresholds, and the distributions have tails. The magnitudes below are assumed for sizing and are not measurements. "Old table" means unmoved reads whose decoder still uses the original \(q_k\); its entry is \(1+\sum m'_{xk}\log_2q_k(x)\), with the changed masses \(m'_{xk}\). This is a rate attainable with the outdated labels, not a mutual information; rescaling all their log-likelihood ratios by one common factor would raise it by at most 0.0009 bit in these cases. "Retuned" reads are optimized locally for the changed distribution.

| Change | Old table (bit) | Unmoved (bit) | Retuned (bit) |
|---|---|---|---|
| Programmed mean −100 mV | 0.9152 | 0.9197 | 0.9208 |
| Both means −50 mV | 0.9363 | 0.9383 | 0.9387 |
| Read noise 50 mV | 0.9364 | 0.9364 | 0.9365 |
| 1% of programmed cells −0.80 V | 0.9200 | 0.9225 | 0.9236 |

The noise is taken as frozen during the three reads; independent noise could produce contradictory read results, which this model leaves out. The common shift corresponds to −1 mV/K over 50 K.

Charge loss removes 0.019 bit with unmoved reads. Updating the posterior table recovers 0.0045 bit of what the old table would lose, and moving the reads as well adds 0.0011 bit. In all four cases a fresh table gains more than moving the reads afterwards, but this ranking depends on the order. If the old table is kept and the reads are moved to suit it, the old-table entries become 0.9206, 0.9387, 0.9365 and 0.9227 bit in the order of the table, each time more than a fresh table gives with unmoved reads. The two remedies overlap, and for a common shift moving the reads by the same −50 mV restores everything. Under read noise all these gains are tiny.

The best equally spaced reads, also left unmoved, do slightly better than the unmoved optimum after charge loss (0.919739 against 0.919717 bit) and with the tail, and are practically level with it after the common shift. Under read noise the optimum keeps its lead. An advantage of \(7\times10^{-6}\) bit can thus be reversed by a modest change of the distributions. Rounding the optimal reads to multiples of 25 mV gives 0.025, 0.300 and 0.575 V, which are themselves equally spaced, and costs \(1.7\times10^{-5}\) bit. This cost depends on where the step grid lies relative to the distributions: shifting the grid moves it between about \(7\times10^{-6}\) and \(8\times10^{-5}\) bit, so steps of this size lose about as much as the best equal spacing or more. The numerical output below gives the tabulated values in full.

## Computed results

```
means (V): -1.00 1.00; widths (V): 0.60 0.30
LLR turning point 1.6667 V, maximum LLR 8.1006 nat
density crossing 0.2723 V, bit error rate there 0.01231
optimal reads (V): 0.0356 0.3052 0.5869
gaps between optimal reads (V): 0.2696 0.2817
LLR at optimal reads (nat): -2.9845 0.3769 3.2423
LLR slope at reads (nat/V): 13.592 11.346 8.998
cell probabilities: 0.47924 0.01850 0.04234 0.45992
cell posteriors of X=1: 0.00068 0.26013 0.87344 0.99556
ascent: 121 iterations, start 0.926494, end 0.938689 bit
grid step 2.0 mV, grid reads (V): 0.036 0.306 0.588
grid optimum 0.9386885 bit, upper bound 0.9388150 bit
upper bound minus optimum: 1.26e-04 bit
best single read 0.2529 V: 0.905887 bit
unlimited resolution: 0.946614 bit
share of soft gain captured by 3 reads: 80.54 %
quarter points reads (V): -0.5000 0.0000 0.5000
  info 0.926494 bit, cost 1.219e-02 bit/cell, 1598.40 bit/page
crossing-centred reads (V): -0.0041 0.2723 0.5488
  info 0.938493 bit, cost 1.960e-04 bit/cell, 25.69 bit/page
best equal reads (V): 0.0328 0.3079 0.5831
  info 0.938681 bit, cost 7.408e-06 bit/cell, 0.97 bit/page
sweep: ratio; optimal reads (V); cost best equal, midpoint (bit)
  1.0; -0.3190 -0.0000 0.3190; 0.00e+00 1.11e-16
  1.5; -0.1147 0.1838 0.4923; 4.69e-06 4.06e-03
  2.0; 0.0356 0.3052 0.5869; 7.41e-06 9.08e-03
  3.0; 0.2382 0.4563 0.6818; 3.32e-06 1.31e-02
  4.0; 0.3686 0.5486 0.7307; 2.75e-07 1.27e-02
overlap case: widths 2.0 0.3 V, turning point 1.0460 V
  global reads (V): 0.11 0.48 1.75, info 0.61824 bit
  rising branch only (V): 0.12 0.49 1.04, info 0.53426 bit
effects: info (bit) old table / unmoved / retuned / unmoved equal
  charge loss -100 mV
    0.915226 / 0.919717 / 0.920812 / 0.919739
  common shift -50 mV (-1 mV/K, 50 K)
    0.936327 / 0.938283 / 0.938689 / 0.938284
  frozen read noise 50 mV
    0.936426 / 0.936447 / 0.936455 / 0.936440
  tail: 1 % of programmed, -0.80 V
    0.919954 / 0.922491 / 0.923602 / 0.922543
reads rounded to 25 mV (V): 0.025 0.300 0.575, cost 1.69e-05 bit
```
